**Pair factorisation of the Boltzmann distribution on trees**

On a finite tree with bond and site energies, the Boltzmann distribution equals the product of the pair marginals $p_{ij}$ divided by the product of the point marginals $p_i^{d_i-1}$, where $d_i$ is the number of bonds at site $i$. The minimum of the pair free-energy functional is then $-kT\ln Z$. The program asserts the factorisation, the entropy formula and the free energy by full enumeration on eight seven-site trees with three species and random energies. It also asserts that random locally consistent marginals belong to a normalised distribution, and that their excess free energy is $kT$ times the relative entropy $D$. For a six-site binary alloy at 600 K, a numerical minimisation of the functional and the enumeration of 64 configurations both give $-79.26308$ zJ. For closed rings, the output shows an error that changes sign between three and four sites and shrinks to $-0.004$ zJ at twelve. With the composition fixed at three B atoms, the pair formula overestimates the entropy of the six-site tree, giving $2.965\,k$ instead of $2.262\,k$.

## Numerical verification

```python
"""
Result under test: on a finite tree with bond and site energies, the Boltzmann
distribution is
    P = product over bonds of p_ij / product over sites of p_i**(d_i - 1),
and the minimum of the pair free-energy functional is exactly -kT ln Z.
p_ij, p_i : pair and point marginals;  d_i : number of bonds at site i.
Energies are in zJ (1e-21 J); entropies are in units of Boltzmann's constant.
Species are numbered A = 0, B = 1 (and C = 2 in the three-species tests).
Bonds are stored as (i, j) with i < j. Rings serve as counterexamples.
"""
import numpy as np
from scipy import constants
from scipy.optimize import minimize
from scipy.special import entr, expit

ZJ = 1e-21
temperature = 600.0
kT = constants.k * temperature / ZJ
meV_per_zJ = ZJ / constants.e * 1e3
rng = np.random.default_rng(7)


def lift(table, sites, n):
    """Reshape a site or bond table so that it broadcasts over n sites."""
    shape = [1] * n
    for s in sites:
        shape[s] = table.shape[0]
    return table.reshape(shape)


def boltzmann(n, bonds, bond_energy, site_energy):
    """Full enumeration: energies, probabilities and free energy."""
    q = len(site_energy[0])
    energy = np.zeros((q,) * n)
    for (i, j), e in zip(bonds, bond_energy):
        energy = energy + lift(e, (i, j), n)
    for i in range(n):
        energy = energy + lift(site_energy[i], (i,), n)
    weight = np.exp(-energy / kT)
    z = weight.sum()
    return energy, weight / z, -kT * np.log(z)


def marginals(prob, bonds):
    n = prob.ndim
    points = [prob.sum(axis=tuple(k for k in range(n) if k != i))
              for i in range(n)]
    pairs = [prob.sum(axis=tuple(k for k in range(n) if k not in b))
             for b in bonds]
    return points, pairs


def degrees(n, bonds):
    return np.bincount(np.array(bonds).ravel(), minlength=n)


def pair_product(n, bonds, points, pairs):
    result = np.ones((len(points[0]),) * n)
    for b, table in zip(bonds, pairs):
        result = result * lift(table, b, n)
    for i, d in enumerate(degrees(n, bonds)):
        result = result / lift(points[i], (i,), n) ** float(d - 1)
    return result


def entropy(p):
    return entr(p).sum()


def pair_entropy(n, bonds, points, pairs):
    d = degrees(n, bonds)
    return (sum(entropy(b) for b in pairs)
            - sum((d[i] - 1) * entropy(points[i]) for i in range(n)))


def pair_functional(n, bonds, bond_energy, site_energy, points, pairs):
    u = sum((e * b).sum() for e, b in zip(bond_energy, pairs))
    u += sum((h * b).sum() for h, b in zip(site_energy, points))
    return u - kT * pair_entropy(n, bonds, points, pairs)


def consistent_pair(row, col):
    """Random positive table with prescribed row and column sums."""
    t = np.exp(rng.normal(size=(len(row), len(col))))
    for _ in range(2000):
        t *= (row / t.sum(axis=1))[:, None]
        t *= col / t.sum(axis=0)
        if np.abs(t.sum(axis=1) - row).max() < 1e-15:
            break
    return t


# ---- random three-species trees, including an open chain and a star ----
n_gen, q_gen = 7, 3
trees = [[(j - 1, j) for j in range(1, n_gen)],
         [(0, j) for j in range(1, n_gen)]]
trees += [[(int(rng.integers(j)), j) for j in range(1, n_gen)]
          for _ in range(6)]
worst_factor = 0.0
worst_identity = 0.0
for bonds in trees:
    eb = [rng.normal(scale=8.0, size=(q_gen, q_gen)) for _ in bonds]
    es = [rng.normal(scale=8.0, size=q_gen) for _ in range(n_gen)]
    _, prob, free = boltzmann(n_gen, bonds, eb, es)
    pts, prs = marginals(prob, bonds)
    ratio = pair_product(n_gen, bonds, pts, prs) / prob
    worst_factor = max(worst_factor, np.abs(ratio - 1).max())
    assert abs(pair_entropy(n_gen, bonds, pts, prs) - entropy(prob)) < 1e-9
    assert abs(pair_functional(n_gen, bonds, eb, es, pts, prs) - free) < 1e-8
    # arbitrary locally consistent marginals belong to a real distribution
    bp = [rng.dirichlet(3 * np.ones(q_gen)) + 0.05 for _ in range(n_gen)]
    bp = [b / b.sum() for b in bp]
    bb = [consistent_pair(bp[i], bp[j]) for i, j in bonds]
    trial = pair_product(n_gen, bonds, bp, bb)
    assert abs(trial.sum() - 1) < 1e-9
    tp, tb = marginals(trial, bonds)
    assert max(np.abs(x - y).max() for x, y in zip(tp + tb, bp + bb)) < 1e-9
    divergence = (trial * np.log(trial / prob)).sum()
    excess = pair_functional(n_gen, bonds, eb, es, bp, bb) - free
    assert excess > 0
    worst_identity = max(worst_identity, abs(excess - kT * divergence))
assert worst_factor < 1e-9
assert worst_identity < 1e-7

# ---- worked example: inner sites 0 and 1, leaves 2, 3 on 0 and 4, 5 on 1 ----
w, mu = 10.0, 4.0
unlike = np.array([[0.0, -w], [-w, 0.0]])
field = np.array([0.0, -mu])
n = 6
bonds = [(0, 1), (0, 2), (0, 3), (1, 4), (1, 5)]
eb, es = [unlike] * len(bonds), [field] * n
energy, prob, free = boltzmann(n, bonds, eb, es)
pts, prs = marginals(prob, bonds)
inner, leaf, inner_pair, leaf_pair = pts[0], pts[2], prs[0], prs[1]

# partition function by summing out the leaves
a, c = np.exp(w / kT), np.exp(mu / kT)
leaf_sum = np.array([1 + a * c, a + c])
branch = np.array([1.0, c]) * leaf_sum ** 2
z_leaf = branch[0] ** 2 + branch[1] ** 2 + 2 * a * branch[0] * branch[1]
assert abs(-kT * np.log(z_leaf) - free) < 1e-10

# quasi-chemical relation on both kinds of bond
qc = [t[0, 1] * t[1, 0] / (t[0, 0] * t[1, 1])
      for t in (inner_pair, leaf_pair)]
assert np.allclose(qc, np.exp(2 * w / kT), rtol=1e-10)

# one fully ordered configuration, by both routes
ordered = (0, 1, 1, 1, 0, 0)
p_direct = np.exp(-(energy[ordered] - free) / kT)
p_factor = (inner_pair[0, 1] * leaf_pair[0, 1] ** 2 * leaf_pair[1, 0] ** 2
            / (inner[0] ** 2 * inner[1] ** 2))
assert abs(p_direct / p_factor - 1) < 1e-10

s_exact = entropy(prob)
s_pair = pair_entropy(n, bonds, pts, prs)
s_points = sum(entropy(p) for p in pts)
u_exact = (prob * energy).sum()
assert abs(s_exact - s_pair) < 1e-10


# blind minimisation of the pair functional over consistent marginals
def unpack(v):
    p0 = expit(v[0])
    points, pairs = [np.array([1 - p0, p0])] + [None] * (n - 1), []
    for k, (i, j) in enumerate(bonds):
        t = expit(v[1 + 2 * k:3 + 2 * k])
        table = points[i][:, None] * np.column_stack([1 - t, t])
        pairs.append(table)
        points[j] = table.sum(axis=0)
    return points, pairs


opt = minimize(lambda v: pair_functional(n, bonds, eb, es, *unpack(v)) / kT,
               np.zeros(1 + 2 * len(bonds)), method="BFGS", jac="3-point",
               options={"gtol": 1e-8})
f_min = opt.fun * kT
mp, mb = unpack(opt.x)
assert abs(f_min - free) < 1e-7
assert max(np.abs(x - y).max() for x, y in zip(mp + mb, pts + prs)) < 1e-5

# random trial state: every site half A, half B, no correlation
half = [np.full(2, 0.5)] * n
quarter = [np.full((2, 2), 0.25)] * len(bonds)
f_trial = pair_functional(n, bonds, eb, es, half, quarter)
d_trial = -np.log(2.0 ** n * prob).mean()
assert abs(f_trial - free - kT * d_trial) < 1e-9

# fixed composition: three B atoms on the same tree
count_b = np.indices((2,) * n).sum(axis=0)
fixed = np.where(count_b == 3, prob, 0.0)
fixed /= fixed.sum()
fp, fb = marginals(fixed, bonds)
s_fixed = entropy(fixed)
s_fixed_pair = pair_entropy(n, bonds, fp, fb)
assert s_fixed_pair > s_fixed + 1e-3

# ---- infinite chain: homogeneous pair functional against transfer matrix ----
transfer = np.exp(-(unlike + (field[:, None] + field) / 2) / kT)
lam_minus, lam_plus = np.linalg.eigvalsh(transfer)
assert lam_minus < 0 < lam_plus


def chain_pair(v):
    t = np.exp(np.array([[0.0, v[0]], [v[0], v[1]]]))
    return t / t.sum()


def chain_functional(v):
    t = chain_pair(v)
    p = t.sum(axis=0)
    return ((t * unlike).sum() + p @ field) / kT - entropy(t) + entropy(p)


opt = minimize(chain_functional, np.zeros(2), method="BFGS", jac="3-point",
               options={"gtol": 1e-9})
f_chain = kT * opt.fun
t_chain = chain_pair(opt.x)
p_chain = t_chain.sum(axis=0)
assert abs(f_chain + kT * np.log(lam_plus)) < 1e-8

# a long open chain, grown one end site at a time, has the same limit
message, log_scale, log_z = np.ones(2), 0.0, []
for _ in range(80):
    site_weight = np.exp(-field / kT) * message
    log_z.append(log_scale + np.log(site_weight.sum()))
    message = np.exp(-unlike / kT) @ site_weight
    log_scale += np.log(message.sum())
    message /= message.sum()
open10 = [(i, i + 1) for i in range(9)]
f_open10 = boltzmann(10, open10, [unlike] * 9, [field] * 10)[2]
assert abs(f_open10 + kT * log_z[9]) < 1e-9
assert abs(log_z[-1] - log_z[-2] - np.log(lam_plus)) < 1e-10

# ---- rings: the loop spoils exactness ----
ring_rows = []
for m in (3, 4, 6, 12):
    ring = [(i, i + 1) for i in range(m - 1)] + [(0, m - 1)]
    f_ring = boltzmann(m, ring, [unlike] * m, [field] * m)[2]
    error = f_ring - m * f_chain
    r = (lam_minus / lam_plus) ** m
    assert abs(error + kT * np.log1p(r)) < 1e-6
    total = pair_product(m, ring, [p_chain] * m, [t_chain] * m).sum()
    assert abs(total - 1 - r) < 1e-5
    ring_rows.append((m, f_ring, m * f_chain, error, total))
assert ring_rows[0][3] > 0 > ring_rows[1][3]

# ---- printed numbers ----
print(f"temperature = {temperature:.0f} K, kT = {kT:.5f} zJ")
print(f"unlike-bond energy = {-w:.1f} zJ, mu_B - mu_A = {mu:.1f} zJ")
print(f"exp(w/kT) = {a:.5f}, exp(mu/kT) = {c:.5f}")
print(f"general trees tested: {len(trees)}, sites {n_gen}, species {q_gen}")
print(f"largest relative factorisation error = {worst_factor:.1e}")
print(f"largest error of excess = kT*D: {worst_identity:.1e} zJ")
print("SIX-SITE TREE")
print(f"leaf sums m(A), m(B) = {leaf_sum[0]:.5f}, {leaf_sum[1]:.5f}")
print(f"branch weights A, B = {branch[0]:.4f}, {branch[1]:.4f}")
print(f"Z from leaf sums = {z_leaf:.3f}")
print(f"Z from 64 configurations = {np.exp(-free / kT):.3f}")
print(f"inner site p(A), p(B) = {inner[0]:.6f}, {inner[1]:.6f}")
print(f"leaf site p(A), p(B) = {leaf[0]:.6f}, {leaf[1]:.6f}")
print("inner-inner AA, AB, BA, BB = "
      + ", ".join(f"{x:.6f}" for x in inner_pair.ravel()))
print("inner-leaf AA, AB, BA, BB = "
      + ", ".join(f"{x:.6f}" for x in leaf_pair.ravel()))
print(f"quasi-chemical ratios = {qc[0]:.5f}, {qc[1]:.5f}")
print(f"exp(2w/kT) = {np.exp(2 * w / kT):.5f}")
print(f"ordered configuration energy = {energy[ordered]:.1f} zJ")
print(f"its probability, Boltzmann = {p_direct:.6f}")
print(f"its probability, pair product = {p_factor:.6f}")
print(f"S inner-inner pair = {entropy(inner_pair):.6f} k")
print(f"S inner-leaf pair = {entropy(leaf_pair):.6f} k")
print(f"S inner point = {entropy(inner):.6f} k")
print(f"S from pair formula = {s_pair:.6f} k")
print(f"S from 64 configurations = {s_exact:.6f} k")
print(f"sum of six point entropies = {s_points:.6f} k")
print(f"mean energy = {u_exact:.5f} zJ")
print(f"exact F = {free:.5f} zJ = {free * meV_per_zJ:.3f} meV")
print(f"minimum of pair functional = {f_min:.5f} zJ")
print(f"random trial functional = {f_trial:.5f} zJ")
print(f"trial excess = {f_trial - free:.5f} zJ, D = {d_trial:.6f}")
print(f"fixed 3 B atoms: true S = {s_fixed:.6f} k")
print(f"fixed 3 B atoms: pair-formula S = {s_fixed_pair:.6f} k")
print("INFINITE CHAIN AND RINGS")
print(f"lambda+ = {lam_plus:.6f}, lambda- = {lam_minus:.6f}")
print(f"lambda-/lambda+ = {lam_minus / lam_plus:.6f}")
print(f"pair minimum per site = {f_chain:.6f} zJ")
print(f"-kT ln lambda+ = {-kT * np.log(lam_plus):.6f} zJ")
print(f"chain p(B) = {p_chain[1]:.6f}, p(AB) = {t_chain[0, 1]:.6f}")
for m, f_ring, f_pair, error, total in ring_rows:
    print(f"ring N={m}: exact F = {f_ring:.5f} zJ, pair = {f_pair:.5f} zJ")
    print(f"  exact - pair = {error:.5f} zJ, product sum = {total:.6f}")
print("checks complete")
```

Output:

```
temperature = 600 K, kT = 8.28389 zJ
unlike-bond energy = -10.0 zJ, mu_B - mu_A = 4.0 zJ
exp(w/kT) = 3.34398, exp(mu/kT) = 1.62071
general trees tested: 8, sites 7, species 3
largest relative factorisation error = 4.7e-15
largest error of excess = kT*D: 1.1e-13 zJ
SIX-SITE TREE
leaf sums m(A), m(B) = 6.41962, 4.96469
branch weights A, B = 41.2116, 39.9475
Z from leaf sums = 14304.590
Z from 64 configurations = 14304.590
inner site p(A), p(B) = 0.503586, 0.496414
leaf site p(A), p(B) = 0.412806, 0.587194
inner-inner AA, AB, BA, BB = 0.118731, 0.384855, 0.384855, 0.111559
inner-leaf AA, AB, BA, BB = 0.078445, 0.425141, 0.334361, 0.162053
quasi-chemical ratios = 11.18220, 11.18220
exp(2w/kT) = 11.18220
ordered configuration energy = -62.0 zJ
its probability, Boltzmann = 0.124440
its probability, pair product = 0.124440
S inner-inner pair = 1.232662 k
S inner-leaf pair = 1.224521 k
S inner point = 0.693121 k
S from pair formula = 3.358260 k
S from 64 configurations = 3.358260 k
sum of six point entropies = 4.097697 k
mean energy = -51.44361 zJ
exact F = -79.26308 zJ = -494.721 meV
minimum of pair functional = -79.26308 zJ
random trial functional = -71.45175 zJ
trial excess = 7.81133 zJ, D = 0.942954
fixed 3 B atoms: true S = 2.262094 k
fixed 3 B atoms: pair-formula S = 2.964583 k
INFINITE CHAIN AND RINGS
lambda+ = 5.578778, lambda- = -2.958068
lambda-/lambda+ = -0.530236
pair minimum per site = -14.239764 zJ
-kT ln lambda+ = -14.239764 zJ
chain p(B) = 0.536355, p(AB) = 0.380536
ring N=3: exact F = -41.38200 zJ, pair = -42.71929 zJ
  exact - pair = 1.33729 zJ, product sum = 0.850924
ring N=4: exact F = -57.58927 zJ, pair = -56.95906 zJ
  exact - pair = -0.63021 zJ, product sum = 1.079045
ring N=6: exact F = -85.62066 zJ, pair = -85.43858 zJ
  exact - pair = -0.18208 zJ, product sum = 1.022224
ring N=12: exact F = -170.88126 zJ, pair = -170.87717 zJ
  exact - pair = -0.00409 zJ, product sum = 1.000494
checks complete
```
